# The chelate effect from translational, rotational and vibrational partition functions

## What goes wrong

Replacing two monodentate donors by one bidentate ligand releases an extra free particle, so it is tempting to estimate the equilibrium constant from the translation and rotation gained. For the model molecules treated below, that estimate is $6.8\times10^7$ at 1 mol/L, whereas including the vibrations, in the harmonic approximation, gives $9.4\times10^4$. The shorter estimate also changes when atomic masses are changed, although a classical equilibrium constant cannot depend on them.

A second difficulty is the standard state. The number of particles changes, so the size of the standard free energy, and even its sign, depends on the chosen reference concentration. A value without that concentration says nothing definite about the composition.

## Reaction and assumptions

Let L be a monodentate ligand and B a bidentate ligand with two L-type donors:

$$\mathrm{ML_2+B\rightleftharpoons MB+2L}.$$

The stoichiometric numbers $\nu_i$ are $-1,-1,+1,+2$, with sum $+1$. The species form an ideal gas, and the standard concentration is $c^\circ=1$ mol/L. This is a reference state with ideal behaviour, even if a real gas at that concentration would not be ideal.

All four molecules are nonlinear and have nondegenerate electronic states. Translation and rotation are classical, rotors are rigid, and vibrations are harmonic. Each species has one conformer, together with its mirror image if it is chiral. Energies are measured from the potential minima, and the sum of these minima is taken to be equal on the two sides. If it differs by $\Delta E_{\min}$ per mole, every equilibrium constant below is multiplied by $e^{-\Delta E_{\min}/RT}$.

## The equilibrium constant

For $N_i$ indistinguishable molecules of each species, the canonical weight is

$$W=\prod_i\frac{q_i^{N_i}}{N_i!}.$$

Advancing the reaction by $\xi$ events changes $N_i$ to $N_i^{(0)}+\nu_i\xi$. For large numbers, $\ln N!\simeq N\ln N-N$, whose derivative is $\ln N$. The most probable extent therefore satisfies

$$\frac{d\ln W}{d\xi}=\sum_i\nu_i(\ln q_i-\ln N_i)=0,
\qquad \prod_iN_i^{\nu_i}=\prod_iq_i^{\nu_i}.$$

With $c_i=N_i/(N_AV)$, dividing each $N_i$ and $q_i$ by $N_AVc^\circ$ gives

$$K^\circ=\prod_i\left(\frac{c_i}{c^\circ}\right)^{\nu_i}
=\prod_i\left(\frac{q_i}{VN_Ac^\circ}\right)^{\nu_i}.$$

Since $q=q_{\rm trans}q_{\rm rot}q_{\rm vib}$, this factors into $K^\circ=K_{\rm trans}K_{\rm rot}K_{\rm vib}$. The factor $1/(N_Ac^\circ)$ is assigned to translation.

## Translation

For mass $m$, integration over position gives $V$, and each momentum component gives a Gaussian integral:

$$q_{\rm trans}=\frac{V}{h^3}\left(\int_{-\infty}^{\infty}e^{-p^2/2mkT}\,dp\right)^3
=V\left(\frac{2\pi mkT}{h^2}\right)^{3/2}.$$

The temperature factor occurs three times in the products and twice in the reactants, so one survives:

$$K_{\rm trans}=\frac{1}{N_Ac^\circ}\left(\frac{2\pi kT}{h^2}\right)^{3/2}
\left(\frac{m_{\rm MB}m_{\rm L}^2}{m_{\rm ML_2}m_{\rm B}}\right)^{3/2}.$$

Compare the exchange of one monodentate ligand for another, $\mathrm{ML_2+L'\rightleftharpoons MLL'+L}$. There $\sum_i\nu_i=0$, so both the temperature factor and $c^\circ$ cancel. The large translational factor comes from the extra particle.

## Rotation

Use Euler angles $\theta,\phi,\psi$ and angular momentum components $J_a,J_b,J_c$ along the principal axes. The conjugate momenta are

$$p_\theta=J_a\sin\psi+J_b\cos\psi,\qquad p_\psi=J_c,$$
$$p_\phi=\sin\theta(-J_a\cos\psi+J_b\sin\psi)+J_c\cos\theta.$$

The Jacobian is $\sin\theta(\sin^2\psi+\cos^2\psi)=\sin\theta$. Hence $dp_\theta\,dp_\phi\,dp_\psi=\sin\theta\,dJ_a\,dJ_b\,dJ_c$, and the angular integral is

$$\int_0^\pi\sin\theta\,d\theta\int_0^{2\pi}d\phi\int_0^{2\pi}d\psi=8\pi^2.$$

Each angular momentum contributes $(2\pi I kT)^{1/2}$. Let $\sigma$ be the symmetry number, $n$ the number of mirror forms, and $w=n/\sigma$. Counting the mirror forms together with rotation,

$$q_{\rm rot}=8\pi^2w\left(\frac{2\pi kT}{h^2}\right)^{3/2}\Pi^{1/2},
\qquad \Pi=I_aI_bI_c.$$

Again one temperature factor survives, and so does one factor $8\pi^2$:

$$K_{\rm rot}=8\pi^2\left(\frac{2\pi kT}{h^2}\right)^{3/2}
\frac{w_{\rm MB}w_{\rm L}^2}{w_{\rm ML_2}w_{\rm B}}
\left(\frac{\Pi_{\rm MB}\Pi_{\rm L}^2}{\Pi_{\rm ML_2}\Pi_{\rm B}}\right)^{1/2}.$$

## The six vibrations that disappear

A nonlinear molecule of $N_i$ atoms (from here on $N_i$ counts atoms) has $3N_i-6$ vibrations. Atoms are conserved, so $\sum_i\nu_iN_i=0$ and

$$\sum_i\nu_i(3N_i-6)=-6\sum_i\nu_i=-6.$$

Three translations and three rotations have replaced six vibrations. With $x=h\nu/kT$, where $\nu$ without an index is a frequency, one oscillator has

$$q_{\rm vib}=\sum_{s=0}^{\infty}e^{-(s+1/2)x}
=\frac{e^{-x/2}}{1-e^{-x}}=\frac{1}{2\sinh(x/2)}.$$

For $x\ll1$ this becomes $1/x=kT/h\nu$. The translation–rotation estimate omits the net loss of six such factors, together with the changes in the frequencies of the modes that remain.

## Why the masses cancel

In the classical limit, integrate over the momenta of the atoms rather than over those of the whole molecule. Atom $a$ contributes $(2\pi m_akT/h^2)^{3/2}$, so

$$q_i=w_iZ_i\prod_{a\in i}\left(\frac{2\pi m_akT}{h^2}\right)^{3/2}.$$

Here $Z_i$ is the configuration integral for one labelled well in all positions and orientations. The weight $w_i$ arises because permutations of identical atoms, applied to each of the $n$ mirror forms, give $n\prod_k n_k!/\sigma$ labelled wells that are not rotations of one another, with $n_k$ atoms of element $k$; division by $\prod_k n_k!$ leaves $n/\sigma$.

The same atoms occur on both sides of the reaction. Their momentum factors cancel, taking every mass and every $h$ with them:

$$K^\circ_{\rm cl}=\frac{1}{N_Ac^\circ}\prod_i\left(\frac{w_iZ_i}{V}\right)^{\nu_i}.$$

To evaluate $Z$, place atom 1 anywhere, which gives $V$. Atom 2 lies at distance $r$ in any direction, giving $4\pi r^2dr$. Atom 3 lies at distance $\rho$ from the line through the first two, giving $2\pi\rho\,d\rho\,dz$. The remaining coordinates number $1+2+3(N-3)=3N-6$. In the harmonic approximation $r$ and $\rho$ in the prefactor take their values at the minimum, and

$$\frac{Z}{V}=8\pi^2r^2\rho\,\frac{(2\pi kT)^{(3N-6)/2}}{\sqrt{\det H'}},$$

where $H'$ is the matrix of second derivatives of the energy in the remaining coordinates. It contains force constants and geometry, but no masses.

The powers of temperature combine to $T^{-6/2}=T^{-3}$. Thus $K^\circ_{\rm cl}$ at fixed $c^\circ$ falls as $T^{-3}$ when the minima are equal, even though $K_{\rm trans}K_{\rm rot}$ rises as $T^3$. The classical vibrational factor, proportional to $T^{-6}$, reverses the trend.

## Effective concentration and standard state

Define $c_{\rm eff}=K^\circ c^\circ$. The equilibrium condition becomes

$$\frac{[{\rm MB}][{\rm L}]^2}{[{\rm ML_2}][{\rm B}]}=c_{\rm eff}.$$

If the free ligands have equal concentrations, $[{\rm L}]=[{\rm B}]=c$, then $[{\rm MB}]/[{\rm ML_2}]=c_{\rm eff}/c$. The effective concentration is therefore the free-ligand concentration at which the two complexes would be equally abundant. It does not depend on the standard state.

By contrast,

$$\Delta G^\circ=-RT\ln K^\circ=-RT\ln\frac{c_{\rm eff}}{c^\circ}$$

is negative for $c^\circ<c_{\rm eff}$, zero at equality and positive above it. Changing the reference from $c_1$ to $c_2$ gives

$$K^\circ(c_2)=K^\circ(c_1)\frac{c_1}{c_2},\qquad
\Delta S^\circ(c_2)=\Delta S^\circ(c_1)-R\ln\frac{c_2}{c_1}.$$

The enthalpy of an ideal gas does not depend on concentration, so the whole change in $\Delta G^\circ$ is entropic.

For several rings the dependence is stronger. In $\mathrm{ML_6+3B\rightleftharpoons MB_3+6L}$ the particle number rises by three, so $K^\circ\propto(c^\circ)^{-3}$, and for nonlinear molecules 18 vibrations are lost.

## Entropy and enthalpy

From $A=-kT\ln(q^N/N!)$ and Stirling's formula, $A=-NkT[\ln(q/N)+1]$. With $S=(U-A)/T$, translation contributes $U=\tfrac32RT$ per mole, and the additional 1 belongs to the indistinguishability of the particles. Rotation contributes another $\tfrac32RT$. Since the particle number rises by one,

$$\Delta S_{\rm trans}=R\left(\ln K_{\rm trans}+\tfrac52\right),\qquad
\Delta S_{\rm rot}=R\left(\ln K_{\rm rot}+\tfrac32\right).$$

For each vibration,

$$U=RT\left(\frac{x}{2}+\frac{x}{e^x-1}\right),\qquad
S=R\left[\frac{x}{e^x-1}-\ln(1-e^{-x})\right].$$

The enthalpy also contains $\Delta(pV)=RT$, so

$$\Delta H^\circ=\tfrac32RT+\tfrac32RT+RT+\Delta U_{\rm vib}=4RT+\Delta U_{\rm vib}.$$

Six classical vibrations carry $6RT$, so the classical limit is $\Delta H^\circ=-2RT$. The reaction is slightly exothermic even with equal potential minima, because the lost vibrations stored thermal potential energy.

## A worked model

Take $T=298.15$ K. The ligand L has a donor D bonded to X and Y, with masses 15, 15 and 10 u. B consists of two such units joined by an X–X bond, without loss of atoms. M is a single site of mass 60 u. The M–D distances are 2.0 Å, the other bonds 1.5 Å, and the D–M–D angle is 90°.

Every pair of atoms within a molecule is joined by a spring at its rest length. The force constants are 150 N/m for M–D, 400 N/m for other bonds, 30 N/m for atoms two bonds apart and 2 N/m for more distant pairs. Free B has the same equilibrium shape as in MB, so it is preorganized. Each species is represented by this one minimum and, if chiral, its mirror image. The weak springs also allow ML$_2$, B and MB other minima less than $kT$ higher in energy, which are left out. The numbers below therefore belong to the harmonic one-conformer model, not to the full spring potential; integrating the classical Boltzmann factor over the full potential lowers $K^\circ$ by roughly a factor of two. The coordinates are in the numerical output; the second half of each complex follows from $(x,y,z)\to(x,-y,-z)$.

ML$_2$, B and MB each have $\sigma=n=2$, while L has $\sigma=n=1$. Thus $w=1$ throughout. The two complexes have equal masses, so

$$K_{\rm trans}=\frac{(4.0644\times10^5)^2}{1.1496\times10^6}=1.437\times10^5.$$

The rotational and vibrational factors are

$$K_{\rm rot}=\frac{(2.6827\times10^5)(7.9871\times10^3)^2}
{(3.0737\times10^5)(1.1750\times10^5)}=4.74\times10^2,$$

$$K_{\rm vib}=\frac{(6.1488\times10^{-6})(7.1256\times10^{-3})^2}
{(3.2538\times10^{-4})(6.9324\times10^{-4})}=1.384\times10^{-3}.$$

Their product is $K^\circ=9.42\times10^4$, hence $c_{\rm eff}=9.42\times10^4$ mol/L. No real gas or liquid of these molecules could be that concentrated; the number expresses a ratio of partition functions, not an attainable density. Omitting $K_{\rm vib}$ would make the constant about 720 times too large relative to the full result. Spread evenly over six lost modes, this is a factor of about 3 per mode.

Classical vibrations give $K^\circ=9.02\times10^4$, about 4% below the quantum result. The mass-free determinant formula gives the same classical value. As a test of the cancellation, M was changed to 600 u and Y to 40 u at fixed geometry and springs: $K_{\rm trans}K_{\rm rot}$ rose from $6.81\times10^7$ to $2.11\times10^8$, while the classical $K^\circ$ stayed at $9.02\times10^4$.

The entropy changes from translation, rotation and vibration are $119.5$, $63.7$ and $-105.3$ J/(mol K), with sum $77.9$ J/(mol K). The vibrational energy change is $-15.09$ kJ/mol, and $4RT=9.92$ kJ/mol, so $\Delta H^\circ=-5.17$ kJ/mol. Therefore

$$\Delta G^\circ=-5.17-298.15(0.07788)=-28.4\ \mathrm{kJ/mol}.$$

The preference is mainly entropic at this standard state. A ring strain of 28.4 kJ/mol, entering as $\Delta E_{\min}$ with the vibrations unchanged, would reduce $K^\circ$ to one.

At 1 bar the reference concentration is $p^\circ/RT=0.0403$ mol/L. The same equilibrium is then described by $K^\circ=2.34\times10^6$, $\Delta S^\circ=104.6$ J/(mol K) and $\Delta G^\circ=-36.4$ kJ/mol.

## What dilution does

Start with ML$_2$ and B, each at concentration $c$, and let a fraction $x$ react. The concentrations are $c(1-x)$ for each reactant, $cx$ for MB and $2cx$ for L. Hence

$$\frac{(cx)(2cx)^2}{c^2(1-x)^2}=\frac{4cx^3}{(1-x)^2}=c_{\rm eff}.$$

For $c\ll c_{\rm eff}$, $x$ is close to one and $1-x\simeq2\sqrt{c/c_{\rm eff}}$. For $c\gg c_{\rm eff}$, $x\simeq(c_{\rm eff}/4c)^{1/3}$. Dilution favours the side with more particles, here the chelate.

In the example, the unconverted fraction is $6.5\times10^{-3}$ at $c=1$ mol/L and $2.1\times10^{-4}$ at $0.001$ mol/L. These values follow from $c_{\rm eff}$ whichever standard state is used.

## Flexibility, solvent and real ligands

A free ligand that must give up flexibility on binding chelates less strongly. Reducing the 2 N/m springs in free B to 0.5 N/m, with all else fixed, lowers $K^\circ$ from $9.4\times10^4$ to $1.1\times10^4$. The moments of inertia and masses are unchanged, so $K_{\rm trans}K_{\rm rot}$ is unchanged too.

The size of this drop can be understood by counting. Free B has 12 internal coordinates but nine stiffer springs: five bonds and four pairs two bonds apart. At leading order in the ratio of soft to stiff force constants, three coordinates are held by the soft springs. Quartering these halves three frequencies and multiplies the classical $q_{\rm vib}$ of B by $2^3=8$. The computed drop is a factor of 8.4.

If free B has $g$ equivalent conformers and the other species still have one each, $q_{\rm B}$ is multiplied by $g$ and $K^\circ$ is divided by $g$. Nearly free torsions need a hindered-rotor treatment: the lowest modes here lie near 30 cm$^{-1}$, where large displacements make the harmonic form doubtful.

For comparison, replacing two ammonia ligands on aqueous nickel(II) by one ethylenediamine has an equilibrium constant of roughly a few hundred at 1 mol/L, well below the model value. The model's bond lengths are of ordinary size, but its force constants are not fitted to the nickel complexes, its B is preorganized, and it has no solvent or other ligands. Ethylenediamine is flexible, and its donors differ from ammonia in bonding and solvation. In the harmonic model, softening the backbone of free B lowers the constant by about a factor of eight; with full torsional motion the drop would be smaller, because a torsion angle cannot spread without limit. Solvation multiplies the gas-phase constant by $e^{-\Delta\Delta G_{\rm solv}/RT}$, where $\Delta\Delta G_{\rm solv}$ is the solvation free energy of products minus reactants at the same concentration standard; its size is not calculated here.

For a volatile metal precursor, the dilution result applies if ligand exchange reaches equilibrium in the gas. It does not describe slow exchange, irreversible decomposition or reaction at a surface.

## Numbers as computed

```
Temperature: 298.15 K; standard concentration: 1 mol/L
Masses M, D, X, Y (u): 60.0 15.0 15.0 10.0
Springs bond, M-D, 1-3, other (N/m): 400.0 150.0 30.0 2.0
M-D 2.0, other bonds 1.5 angstrom; D-M-D 90 degrees
MB D1 x,y,z (angstrom): 1.4142 1.4142 0.0000
MB X1 x,y,z (angstrom): 2.6647 0.6633 0.3500
MB Y1 x,y,z (angstrom): 1.1177 2.4677 1.0258
ML2 D1 x,y,z (angstrom): 1.4142 1.4142 0.0000
ML2 X1 x,y,z (angstrom): 0.6633 2.6647 -0.3500
ML2 Y1 x,y,z (angstrom): 2.4677 1.1177 -1.0258
ML2: mass 140 u; moments (u angstrom^2) 121.45 322.72 413.08
ML2: sigma 2, mirror forms 2, modes 15, lowest 29.8 cm^-1
ML2: q_trans/(V NA c0) 2.6613e+06, mirror*q_rot 3.0737e+05, q_vib 3.2538e-04
B: mass 80 u; moments (u angstrom^2) 43.27 219.71 248.84
B: sigma 2, mirror forms 2, modes 12, lowest 38.7 cm^-1
B: q_trans/(V NA c0) 1.1496e+06, mirror*q_rot 1.1750e+05, q_vib 6.9324e-04
MB: mass 140 u; moments (u angstrom^2) 155.47 219.71 361.04
MB: sigma 2, mirror forms 2, modes 15, lowest 29.4 cm^-1
MB: q_trans/(V NA c0) 2.6613e+06, mirror*q_rot 2.6827e+05, q_vib 6.1488e-06
L: mass 40 u; moments (u angstrom^2) 6.66 37.33 43.99
L: sigma 1, mirror forms 1, modes 3, lowest 211.3 cm^-1
L: q_trans/(V NA c0) 4.0644e+05, mirror*q_rot 7.9871e+03, q_vib 7.1256e-03
Change in number of vibrations: -6
K_trans, K_rot, K_vib: 1.4370e+05 4.7388e+02 1.3841e-03
K_trans*K_rot: 6.8095e+07
K at 1 mol/L, quantum vibrations: 9.4246e+04
K at 1 mol/L, classical vibrations: 9.0154e+04
K at 1 mol/L, mass-free: 9.0154e+04
Effective concentration: 9.4246e+04 mol/L
Delta S trans, rot, vib (J/(mol K)): 119.52 63.70 -105.34
Delta S total at 1 mol/L: 77.88 J/(mol K)
Delta H: -5.172 kJ/mol; vibrational part -15.088 kJ/mol
Delta G at 1 mol/L: -28.393 kJ/mol
Concentration at 1 bar: 0.04034 mol/L
K at 1 bar: 2.3363e+06
Delta S at 1 bar: 104.58 J/(mol K)
Delta G at 1 bar: -36.352 kJ/mol
Start 1 mol/L each: converted 0.993548, left 6.452e-03
Start 0.001 mol/L each: converted 0.999794, left 2.060e-04
Changed masses: M 600 u, Y 40 u
Changed masses, K_trans*K_rot: 2.1149e+08
Changed masses, classical K: 9.0154e+04
Free B soft springs 0.5 N/m, K: 1.1157e+04
Box sum / formula, L translation: 0.999760
Level sum / formula, L and B rotation: 1.000617 1.000108
```
